**Subdiffusion from exponentially distributed trap depths**

For trap depths with density exp(−E/E0)/E0 and escape rate ν exp(−E/kBT), the waiting-time exponent is α = kBT/E0. Below the temperature E0/kB, the mean-square displacement tends to a² [sin(πα)/(πα)] (νt)^α/Γ(1+α), where a is the jump length and ν is the escape rate of the shallowest site. The program asserts the survival function and Laplace transforms against quadrature over trap energies, and the long-time laws below, at and above the crossover temperature against numerical Laplace inversion. Random walks with sampled depths test the exponent, the prefactor and the effect of ageing. Further walks with fixed traps test the changed prefactor in three dimensions and the exponent 2α/(1+α) in one dimension. For a rough model of molecular hydrogen in silica glass at 300 K, the output gives α = 0.646 and an rms displacement of 37.6 nm after 1 s. It also shows that limiting the trap depth to 0.2 eV would raise the mean-square displacement at 1 s by a factor of about 13.

## Numerical check

```python
"""
Trapping with exponentially distributed depths: result under test.

A particle leaves a trap of depth E at rate nu*exp(-E/kT); depths have density
exp(-E/E0)/E0. With alpha = kT/E0 and x = nu*t, the mean number of jumps is
    N -> sin(pi alpha)/(pi alpha) * x**alpha / Gamma(1+alpha)   for alpha < 1,
    N -> x*(1 - 1/alpha)                                        for alpha > 1,
and the mean-square displacement is a**2 * N for uncorrelated jumps of length a.
Laplace variable s is in units of nu. Energies in eV, lengths in angstrom.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma, gammainc, i0e, expit, digamma

KB = const.k / const.e          # eV/K
H = const.h / const.e           # eV s


def leading_jumps(x, alpha):
    """Long-time mean jump number below the crossover temperature."""
    return np.sin(np.pi * alpha) / (np.pi * alpha) * x**alpha / gamma(1 + alpha)


def one_minus_psi(s, alpha, slowest=0.0):
    """1 - Laplace transform of the waiting-time density.
    slowest = exp(-Emax/kT) if there is a greatest depth Emax, else 0."""
    value = mp.hyp2f1(1, alpha, 1 + alpha, -1 / s)
    if slowest > 0:
        weight = mp.mpf(slowest)**alpha
        missing = weight * mp.hyp2f1(1, alpha, 1 + alpha, -slowest / s)
        value = (value - missing) / (1 - weight)
    return value


def mean_jumps(x, alpha, slowest=0.0):
    """Mean jump number at any time, by numerical Laplace inversion."""
    def transform(s):
        d = one_minus_psi(s, alpha, slowest)
        return (1 - d) / (s * d)
    return float(mp.re(mp.invertlaplace(transform, x, method='talbot')))


def depth_average(func, e0, e_max, e_break):
    """Average of func(E) over the exponential depth density up to e_max."""
    def integrand(e):
        return np.exp(-e / e0) / e0 * func(e)
    e_break = min(e_break, 0.9 * e_max)
    low = quad(integrand, 0, e_break, epsabs=1e-14, epsrel=1e-10, limit=300)[0]
    high = quad(integrand, e_break, e_max, epsabs=1e-14, epsrel=1e-10,
                limit=300)[0]
    return (low + high) / (1 - np.exp(-e_max / e0))


MULTIPLIERS = [np.uint64(0x9E3779B97F4A7C15), np.uint64(0xC2B2AE3D27D4EB4F),
               np.uint64(0x165667B19E3779F9)]
LABEL_MULTIPLIER = np.uint64(0xD6E8FEB86659FD93)


def site_uniform(label, pos):
    """Reproducible uniform number for each site of each walker's own lattice."""
    key = label.copy()
    for axis in range(pos.shape[0]):
        key += pos[axis].astype(np.uint64) * MULTIPLIERS[axis]
    key = (key ^ (key >> np.uint64(30))) * np.uint64(0xBF58476D1CE4E5B9)
    key = (key ^ (key >> np.uint64(27))) * np.uint64(0x94D049BB133111EB)
    key = key ^ (key >> np.uint64(31))
    return ((key >> np.uint64(11)).astype(float) + 0.5) * 2.0**-53


def walk(dim, fixed_traps, alpha, times, walkers, rng):
    """Random walks on a lattice of unit spacing, time in units of 1/nu.
    Returns mean-square displacements at the given times, and the mean-square
    displacement between the last two times."""
    pos = np.zeros((dim, walkers), dtype=np.int64)
    mark = pos.copy()
    label = np.arange(1, walkers + 1).astype(np.uint64) * LABEL_MULTIPLIER
    clock = np.zeros(walkers)
    sums = np.zeros(len(times))
    late = 0.0
    while clock.size:
        n = clock.size
        uniform = site_uniform(label, pos) if fixed_traps else 1 - rng.random(n)
        depth = -np.log(uniform)                     # in units of E0
        leave = clock + np.exp(depth / alpha) * rng.standard_exponential(n)
        r2 = (pos * pos).sum(axis=0)
        for k, t in enumerate(times):
            here = (clock <= t) & (leave > t)
            sums[k] += r2[here].sum()
            if k == len(times) - 2:
                mark[:, here] = pos[:, here]
        alive = leave <= times[-1]
        if not alive.all():
            done = ~alive
            late += ((pos[:, done] - mark[:, done])**2).sum()
            pos, mark = pos[:, alive], mark[:, alive]
            label, leave = label[alive], leave[alive]
        clock = leave
        n = clock.size
        if n:
            axis = rng.integers(0, dim, n)
            pos[axis, np.arange(n)] += 2 * rng.integers(0, 2, n) - 1
    return sums / walkers, late / walkers


# ---------------- example parameters (rough, round) ----------------
T = 300.0            # K
E0 = 0.04            # eV
E_BASE = 0.40        # eV, barrier of the shallowest site
NU0 = 1e13           # 1/s
A = 5.0              # angstrom
TIME = 1.0           # s
FILM = 10000.0       # angstrom
OCCUPANCY = 1e-6     # molecules per site
kT = KB * T
alpha = kT / E0
nu = NU0 * np.exp(-E_BASE / kT)
x = nu * TIME

# ---------------- waiting times against energy quadrature ----------------
for xt in (3.0, 1e3, 1e6):
    direct = depth_average(lambda e: np.exp(-xt * np.exp(-e / kT)),
                           E0, 60 * E0, kT * np.log(xt))
    formula = alpha * xt**-alpha * gamma(alpha) * gammainc(alpha, xt)
    assert abs(direct / formula - 1) < 1e-6
tail = gamma(1 + alpha) * 1e6**-alpha
assert abs(direct / tail - 1) < 1e-6

for s in (0.3, 1e-4):
    for e_max in (60 * E0, 0.2):
        direct = depth_average(lambda e: s / (s + np.exp(-e / kT)),
                               E0, e_max, kT * np.log(1 / s))
        slow = np.exp(-e_max / kT) if e_max < 1 else 0.0
        assert abs(direct / float(one_minus_psi(s, alpha, slow)) - 1) < 1e-6

# small-s law; the next term is smaller by about s**(1-alpha)
s = 1e-10
direct = depth_average(lambda e: s / (s + np.exp(-e / kT)),
                       E0, 60 * E0, kT * np.log(1 / s))
small_s = np.pi * alpha / np.sin(np.pi * alpha) * s**alpha
assert abs(direct / small_s - 1) < 2e-3

# ---------------- three temperature regimes ----------------
for al in (0.3, 0.5, 0.7):
    n_long = mean_jumps(1e12, al)
    assert abs(n_long / leading_jumps(1e12, al) - 1) < 2e-3
    slope = np.log(mean_jumps(1e13, al) / n_long) / np.log(10)
    assert abs(slope - al) < 1e-3
assert abs(mean_jumps(1e6, 2.5) / (1e6 * (1 - 1 / 2.5)) - 1) < 1e-4
x_log = 1e8
log_ratio = mean_jumps(x_log, 1.0) * np.log(x_log) / x_log
# first correction to x/ln x is digamma(2)/ln x; the rest is of order 1/ln(x)**2
assert abs(log_ratio - 1 - digamma(2) / np.log(x_log)) < 4e-3

# fraction of traps whose mean holding time exceeds x/nu
rng = np.random.default_rng(12345)
sample = rng.exponential(E0, 400000)
fraction = np.mean(np.exp(sample / kT) > 100.0)
assert abs(fraction / 100.0**-alpha - 1) < 0.04      # sampling error about 0.7 %

# ---------------- random walks ----------------
AL_MC = 0.5
times = (3e3, 1.5e5, 3e5)
msd_new, late_new = walk(3, False, AL_MC, times, 16000, rng)
n_exact = [mean_jumps(t, AL_MC) for t in times]
slope_new = np.log(msd_new[2] / msd_new[0]) / np.log(times[2] / times[0])
assert abs(msd_new[2] / n_exact[2] - 1) < 0.05       # sampling error about 1 %
assert abs(slope_new - AL_MC) < 0.02
late_exact = n_exact[2] - n_exact[1]
assert abs(late_new / late_exact - 1) < 0.10         # sampling error about 2 %

visits = quad(lambda y: 2 * y * i0e(y * y / 3)**3, 0, np.inf, limit=400)[0]
p_escape = 1 / visits
msd_fixed, _ = walk(3, True, AL_MC, times, 16000, rng)
factor_mc = msd_fixed[2] / n_exact[2]
factor_formula = p_escape**(AL_MC - 1)
# the finite walk has a few per cent fewer returns than the infinite one
assert abs(factor_mc / factor_formula - 1) < 0.07
assert factor_mc > 1.1

times_1d = (1e3, 1e5)
msd_1d, _ = walk(1, True, AL_MC, times_1d, 3000, rng)
slope_1d = np.log(msd_1d[1] / msd_1d[0]) / np.log(times_1d[1] / times_1d[0])
# tolerance covers sampling and the small number of sites at the earlier time
assert abs(slope_1d - 2 * AL_MC / (1 + AL_MC)) < 0.06

# ---------------- quantum motion along the jump path ----------------
q = H * NU0 / kT
flux = quad(lambda y: np.exp(-y) * expit(2 * np.pi * y / q),
            -E_BASE / kT, 40, points=[0], limit=300)[0]
levels = np.exp(-q * (np.arange(200) + 0.5)).sum()
quantum_rate = flux / (q * levels)
assert abs(quantum_rate / (np.sinh(q / 2) / np.sin(q / 2)) - 1) < 1e-6

# ---------------- worked example ----------------
n_lead = leading_jumps(x, alpha)
n_full = mean_jumps(x, alpha)
assert abs(n_lead / n_full - 1) < 0.02
msd = A**2 * n_full
rms = np.sqrt(msd)
local = np.log(mean_jumps(1.1 * x, alpha) / mean_jumps(x / 1.1, alpha))
local /= 2 * np.log(1.1)

print(f"temperature: {T:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"characteristic trap energy E0: {E0:.3f} eV")
print(f"crossover temperature E0/kB: {E0 / KB:.1f} K")
print(f"exponent alpha = kT/E0: {alpha:.4f}")
print(f"attempt frequency: {NU0:.1e} 1/s")
print(f"barrier of shallowest site: {E_BASE:.2f} eV")
print(f"escape rate nu of shallowest site: {nu:.4e} 1/s")
print(f"jump length: {A:.1f} angstrom")
print(f"observation time: {TIME:.1f} s")
print(f"nu*t: {x:.4e}")
print(f"survival probability at this time: {gamma(1 + alpha) * x**-alpha:.3e}")
print(f"prefactor sin(pi alpha)/(pi alpha Gamma(1+alpha)): "
      f"{leading_jumps(1.0, alpha):.4f}")
print(f"mean jumps, long-time law: {n_lead:.1f}")
print(f"mean jumps, Laplace inversion: {n_full:.1f}")
print(f"local exponent at this time, inversion: {local:.4f}")
print(f"mean-square displacement, inversion: {msd:.4e} angstrom^2")
print(f"rms displacement: {rms:.1f} angstrom = {rms / 10:.2f} nm")
for t in (1e-3, 1.0, 1e3):
    d_app = A**2 * mean_jumps(nu * t, alpha) / (6 * t)
    print(f"apparent D = msd/(6t) at {t:g} s: {d_app:.3e} angstrom^2/s"
          + (f" = {d_app * 1e-16:.3e} cm^2/s" if t == 1.0 else ""))

T_HOT = 600.0
al_hot = KB * T_HOT / E0
nu_hot = NU0 * np.exp(-E_BASE / (KB * T_HOT))
d_hot = A**2 * nu_hot * (1 - 1 / al_hot) / 6
d_hot_full = A**2 * mean_jumps(nu_hot * TIME, al_hot) / (6 * TIME)
assert abs(d_hot_full / d_hot - 1) < 0.01
print(f"alpha at {T_HOT:.0f} K: {al_hot:.4f}")
print(f"normal D at {T_HOT:.0f} K, formula: {d_hot:.4e} angstrom^2/s")
print(f"msd/(6t) at {T_HOT:.0f} K and 1 s, inversion: "
      f"{d_hot_full:.4e} angstrom^2/s")

print("-- effects neglected in the example --")
print(f"depth with mean holding time 1 s: {kT * np.log(x):.4f} eV")
for e_max in (0.2, 0.3, 0.4):
    ratio = mean_jumps(x, alpha, np.exp(-e_max / kT)) / n_full
    t_cross = np.exp(e_max / kT) / nu
    print(f"greatest depth {e_max:.1f} eV: msd factor {ratio:.3f}, "
          f"crossover time {t_cross:.2e} s")
aged = (mean_jumps(2 * x, alpha) - n_full) / n_full
print(f"msd factor after 1 s of earlier ageing: {aged:.3f}")
print(f"escape probability, simple cubic lattice: {p_escape:.4f}")
print(f"msd factor for fixed traps in 3D: {p_escape**(alpha - 1):.3f}")
print(f"assumed molecules per site: {OCCUPANCY:.0e}")
print(f"fraction of traps holding longer than 1 s: {x**-alpha:.3e}")
print(f"molecules per such trap: {OCCUPANCY * x**alpha:.4f}")
print(f"quantum factor on the escape rate: {quantum_rate:.3f}")
print(f"quantum factor on the msd: {quantum_rate**alpha:.3f}")
print(f"film thickness: {FILM:.0f} angstrom")
print(f"one-axis rms over half thickness: {rms / np.sqrt(3) / (FILM / 2):.4f}")

print("-- random-walk tests at alpha = 0.5, squared jump lengths --")
print(f"new depth each jump, nu*t = {times[2]:.0e}: msd {msd_new[2]:.1f}, "
      f"inversion {n_exact[2]:.1f}")
print(f"new depth each jump: fitted exponent {slope_new:.4f}")
print(f"msd over second half of the time: {late_new:.1f}, "
      f"inversion {late_exact:.1f}")
print(f"fixed traps in 3D: msd factor {factor_mc:.3f}, "
      f"formula {factor_formula:.3f}")
print(f"fixed traps in 1D: fitted exponent {slope_1d:.3f}, "
      f"formula {2 * AL_MC / (1 + AL_MC):.3f}")
print("checks complete")
```

Printed output:

```
temperature: 300 K
thermal energy kT: 0.02585 eV
characteristic trap energy E0: 0.040 eV
crossover temperature E0/kB: 464.2 K
exponent alpha = kT/E0: 0.6463
attempt frequency: 1.0e+13 1/s
barrier of shallowest site: 0.40 eV
escape rate nu of shallowest site: 1.9068e+06 1/s
jump length: 5.0 angstrom
observation time: 1.0 s
nu*t: 1.9068e+06
survival probability at this time: 7.854e-05
prefactor sin(pi alpha)/(pi alpha Gamma(1+alpha)): 0.4907
mean jumps, long-time law: 5620.3
mean jumps, Laplace inversion: 5646.6
local exponent at this time, inversion: 0.6447
mean-square displacement, inversion: 1.4117e+05 angstrom^2
rms displacement: 375.7 angstrom = 37.57 nm
apparent D = msd/(6t) at 0.001 s: 2.812e+05 angstrom^2/s
apparent D = msd/(6t) at 1 s: 2.353e+04 angstrom^2/s = 2.353e-12 cm^2/s
apparent D = msd/(6t) at 1000 s: 2.035e+03 angstrom^2/s
alpha at 600 K: 1.2926
normal D at 600 K, formula: 4.1186e+09 angstrom^2/s
msd/(6t) at 600 K and 1 s, inversion: 4.1265e+09 angstrom^2/s
-- effects neglected in the example --
depth with mean holding time 1 s: 0.3738 eV
greatest depth 0.2 eV: msd factor 12.724, crossover time 1.20e-03 s
greatest depth 0.3 eV: msd factor 3.145, crossover time 5.75e-02 s
greatest depth 0.4 eV: msd factor 1.195, crossover time 2.75e+00 s
msd factor after 1 s of earlier ageing: 0.564
escape probability, simple cubic lattice: 0.6595
msd factor for fixed traps in 3D: 1.159
assumed molecules per site: 1e-06
fraction of traps holding longer than 1 s: 8.731e-05
molecules per such trap: 0.0115
quantum factor on the escape rate: 1.238
quantum factor on the msd: 1.148
film thickness: 10000 angstrom
one-axis rms over half thickness: 0.0434
-- random-walk tests at alpha = 0.5, squared jump lengths --
new depth each jump, nu*t = 3e+05: msd 396.6, inversion 392.9
new depth each jump: fitted exponent 0.5053
msd over second half of the time: 117.8, inversion 115.2
fixed traps in 3D: msd factor 1.204, formula 1.231
fixed traps in 1D: fitted exponent 0.677, formula 0.667
checks complete
```
